Thermal conductivity from electron-electron collisions in a Galilean-invariant Fermi liquid

Two electrons collide in a metal idealized as a uniform electron liquid, with no lattice to take up momentum. Their total momentum is unchanged, so with equal masses the electric current they carry is unchanged too. A temperature gradient in the same electron system nevertheless meets a finite thermal resistance. What have the collisions changed, and how does the result depend on temperature?

The model is a normal, three-dimensional liquid of spin-1/2 electrons with instantaneous pair forces and a uniform neutralizing background. There is no lattice, impurity or phonon. Units are ħ = k_B = e = m = 1; the electron charge is −1. The effective mass is m*, and T is far below the Fermi temperature T_F.

**1. One pair, then the whole liquid**

Take two free electrons with momenta P/2 ± r and energies ξ₁, ξ₂ measured from the chemical potential μ. Their energy flow is

ξ₁v₁ + ξ₂v₂ = (P/2)(ξ₁+ξ₂) + r(ξ₁−ξ₂).

A collision conserves P and ξ₁+ξ₂, hence the first term. It may change the direction of r and the difference ξ₁−ξ₂, hence the second. Energy flow can decay while the particle current cannot.

For N electrons pair forces cancel in the total momentum P_tot. A uniform field E gives

J = −P_tot,  dP_tot/dt = −N E.

Per unit volume, dj/dt = nE. With time dependence exp(−iωt),

σ(ω) = i n/ω  (ω ≠ 0).

This holds for any strength of the pair forces. A static field accelerates the liquid: there is no collisional resistivity.

**2. The source of heat flow**

Let x = ξ/T and f = 1/(eˣ+1), so −∂f/∂ε = f(1−f)/T. In a steady state the left side of the Boltzmann equation is

f(1−f) v·[x∇T + ∇μ + E]/T.

A steady state requires zero total force, because collisions cannot absorb momentum. Set ∇μ+E = −δ∇T, so that x becomes x−δ, with

Σ p·v (x−δ) f(1−f) = 0.

For m* = 1 the density of states times p·v varies as ε^(3/2). Expanding it about E_F and using ∫x²f(1−f)dx = π²/3 gives

δ = (3/2)(T/T_F)(π²/3) = π²T/(2T_F).

So δ vanishes at low T, and the leading source is xv, odd in x. A uniform drift may be added to enforce zero particle current. By the force condition it carries no heat relative to the shifted energy, so it does not alter κ.

**3. Linearizing the collisions**

Write the distribution as f + f(1−f)Φ. Then ln[f/(1−f)] changes by Φ. Since f₁f₂(1−f₃)(1−f₄) equals its reverse in equilibrium, the net collision term is

−Σ W f₁f₂(1−f₃)(1−f₄)(Φ₁+Φ₂−Φ₃−Φ₄).

For the heat problem Φ is odd in x. Its energy integral vanishes in each direction at leading order, so it produces no Landau shift of the quasiparticle energies and no backflow correction.

Near the Fermi surface, let θ be the angle between p₁ and p₂, and φ₂ the azimuth of p₂ about p₁. Then

d³p₂ = p_F m* sinθ dθ dφ₂ dξ₂.

Fix P = p₁+p₂ and let β be the angle between p₃ and P. From p₄² = P²+p₃²−2Pp₃cosβ, |d cosβ| = p₄dp₄/(Pp₃). Therefore

d³p₃ = (p₃p₄/P) dp₃dp₄dφ = (m*²/P) dξ₃dξ₄dφ,

where φ is the angle between the planes (p₁,p₂) and (p₃,p₄). With P = 2p_F cos(θ/2), the product is

d³p₂d³p₃ = m*³ sin(θ/2) dθ dφ dφ₂ dξ₂dξ₃dξ₄.

The golden rule supplies 2πM/(2π)⁶, and φ₂ supplies 2π. The angular part of the rate is thus

K = m*³/(2π)⁴ ∫₀^π dθ ∫₀^{2π} dφ sin(θ/2) M(θ,φ).

In the Born approximation V and V′ are the interaction at momentum transfers 2p_F sin(θ/2)sin(φ/2) and 2p_F sin(θ/2)cos(φ/2). Opposite spins contribute (V²+V′²)/2 after symmetrizing the labels 3 and 4. Equal spins contribute (V−V′)²/2, the half avoiding double counting of final states. The sum is

M = V²+V′²−VV′.

For a general Fermi liquid, M is the corresponding spin-summed squared scattering amplitude.

**4. The energy integrals**

Define h(x) = 1/[2cosh(x/2)]. Then f = e^(−x/2)h and 1−f = e^(x/2)h. The integral needed repeatedly is

G(w) = ∫dx f(x)[1−f(x+w)].

The two orderings of occupied and empty states have ratio e^(−w), so f(x)−f(x+w) = (1−e^(−w))f(x)[1−f(x+w)]. The left side integrates to w, giving

G(w) = w/(1−e^(−w)) = e^(w/2)b(w),  b(w) = w/[2sinh(w/2)].

Inserting f and 1−f in terms of h also shows that b is the convolution of h with itself.

The Fourier transform of h follows by shifting the contour by 2πi, which reverses the sign of h. The enclosed pole at iπ gives

(1+e^(−2πk)) ĥ = 2πe^(−πk),  ĥ = π sech(πk).

Hence b̂ = π² sech²(πk). Put u = πk. Since (1−d²/du²)sech u = 2sech³u,

½(π²−d²/dk²)ĥ = π³ sech³u = b̂ĥ.

Back in x this reads

∫b(x−x′)h(x′)dx′ = ½(x²+π²)h(x).  (A)

The departure rate contains ∫dx₃(1−f₃)G(x₁−x₃), which by (A) equals (1−f₁)(x₁²+π²)/2. A quasiparticle therefore relaxes at the rate KT²(x²+π²)/2.

**5. Return terms and the momentum limit**

Now write Φ as a fixed vector dotted into p̂ψ(x). Averaging over φ₂ leaves only components along p̂₁. The partner contributes cosθ; particles 3 and 4 together contribute 1+cosθ, as follows by dotting p₁+p₂ = p₃+p₄ with p₁.

The energy weights for particles 3 and 4 are both (1−f′)G(x−x′). For particle 2 the weight is f(x₂)G(x₁+x₂). Substituting x₂ = −x′ turns this into (1−f′)G(x−x′)ψ(−x′), so its sign depends on parity.

Let ⟨…⟩ be the average with weight sin(θ/2)M. The returned amount is then

even ψ: ⟨1+cosθ⟩−⟨cosθ⟩ = 1,
odd ψ: ⟨1+cosθ⟩+⟨cosθ⟩ = 1+2⟨cosθ⟩ ≡ λ.

For ψ = 1, equation (A) makes departure and return cancel. This is the drifting liquid: the kinetic equation has reproduced momentum conservation.

**6. Solving the heat problem**

Set Φ = −(v·∇T)ψ/(KT³) and g = hψ. Balancing source and collisions, then dividing by f e^(x/2), gives

½(x²+π²)g − λ∫b(x−x′)g(x′)dx′ = xh(x).  (B)

The transform of xh is −i dĥ/dk = iπ² sech u tanh u. Transforming (B) and dividing by π²/2,

−ĝ″+ĝ−2λ sech²u ĝ = 2i sech u tanh u.

With t = tanh u, take y_l = (1−t²)^(1/2) dP_l/dt, where P_l is a Legendre polynomial. Since d/du = (1−t²)d/dt, the associated Legendre equation becomes

−y_l″+y_l = l(l+1)sech²u y_l.

Expand ĝ = Σa_l y_l. The left side becomes Σa_l[l(l+1)−2λ]sech²u y_l. Projection needs two integrals:

∫sech²u y_l² du = 2l(l+1)/(2l+1),
∫sech u tanh u y_l du = ∫₋₁¹ t P_l′(t)dt = 2 for l = 2,4,…; 0 for odd l.

The last result follows by parts: for even l the boundary term is 2 and ∫P_l dt is zero; for odd l the integrand is odd. Thus

a_l = 2i(2l+1)/{l(l+1)[l(l+1)−2λ]}, l even.

Define Y = ∫x f(1−f)ψ dx = ∫xh g dx. Parseval's relation, with dk = du/π, gives

Y = −(i/2)∫ĝ sech u tanh u du = −iΣa_l,

Y = 2 Σ_{l=2,4,…} (2l+1)/{l(l+1)[l(l+1)−2λ]}.

The density of states for both spins is N(0) = m*p_F/π². The heat current is

q = N(0)T∫dx ⟨(Tx)vf(1−f)Φ⟩_directions
 = −N(0)v_F²Y∇T/(3KT),

where the directional average supplied 1/3. Therefore

κ = N(0)v_F²Y/(3KT).

K and λ do not depend on T, so κ ∝ 1/T. In the estimate κ ~ Cv_F²τ/3, the heat capacity C is proportional to T and the lifetime τ to 1/T².

Two limits test the formula. If λ = 0 the return terms vanish and the sum becomes 2(1/4−1/9+1/16−…) = 2−π²/6. This is the response with the bare rate (x²+π²)/2. If every collision had θ → 0, then λ → 3 and the l = 2 term would diverge: all four electrons would move in one direction, and energy conservation would preserve their energy flow. Otherwise 3−λ = 2(1−⟨cosθ⟩) is positive and κT is finite.

**7. A sodium-like density**

Take r_s = 4 bohr, close to the density of sodium, with m* = 1 and T = 300 K. Then p_F = 0.4798, E_F = 3.13 eV and T/T_F = 0.00825. Use V(Q) = 4π/(Q²+k_s²), with the Thomas-Fermi value k_s² = 4p_F/π. Numerical quadrature over θ and φ gives

K = 2.104,  ⟨cosθ⟩ = −0.229,  λ = 0.542.

The series gives Y = 0.4194, of which the l = 2 term supplies 81%. Since N(0)v_F² = p_F³/π²,

κT = (0.4798³/π²)(0.4194)/(3×2.104)
 = 7.44×10⁻⁴ a.u. = 2.53×10⁶ W/m.

At 300 K this is 8.4×10³ W/(m K). The lifetime at the Fermi level, 2/(π²KT²), is 2.6 ps.

How good is the Fermi-surface limit at this temperature? Let C be the positive collision operator and D = (χ,Cχ) for a trial deviation χ. With X = Σv_z(x−δ)f(1−f)χ, the Cauchy-Schwarz inequality gives κ ≥ X²/D. I took χ = p_zψ/p_F, with ψ from (B), and integrated D over momenta not confined to the Fermi surface, holding μ = E_F. The ratio of this lower bound to the formula is 1.030 at 300 K, 1.015 at 150 K and 1.008 at 75 K. A bound is only as informative as it is tight: adding x, tanh(x/2) and x² as further trial functions raises the 300 K ratio by just 0.0003, which suggests the true correction there is close to 3%. The excess roughly halves with T, and linear extrapolation gives 1.000 at T = 0. Between 75 and 150 K the bound varies as T^(−0.989), approaching the predicted power.

**8. Letting momentum leak away**

Add to (B) a relaxation rate ηKT², equal for all deviations. For the electric problem ψ is even and the source is h. The collision operator annihilates h, so g = h/η and, for m* = 1,

σ = n/(ηKT²).

As η → 0, σ diverges while κ tends to the finite result above. If Y(η) is the heat response with this loss, n = N(0)v_F²/3 gives

κ/(σT) = ηY(η) → 0.

In the opposite limit, large η, g = xh/η in the heat problem. Then ηY → π²/3, the Wiedemann-Franz value. The same equation thus connects impurity-dominated transport to the collision-dominated liquid.

For an assumed residual resistivity of 0.01 nΩ m, chosen to represent a very pure sample, η = 0.090 at 300 K. With phonons left out, solving the equation on an energy grid gives κ/(σT) equal to 1.1% of the Wiedemann-Franz value.

**9. Beside a real metal**

Sodium at room temperature conducts roughly 140 W/(m K), far below the 8.4×10³ W/(m K) found here. The main broken assumption is the absence of phonons. A rough coupling λ_ph = 0.2 and the high-temperature rate 2πλ_phT, used with the Wiedemann-Franz law, give about 100 W/(m K). Simply adding the two thermal resistances would make the electron-electron part 1.2% of the phonon part. But a dominant phonon rate forces ψ ∝ x, and the equation of section 8 with this rate as the loss gives 1.5%. A lattice also permits umklapp collisions, which remove electron momentum. If every electron collision did so at the Fermi-level rate, the resistivity scale would be 0.55 nΩ m, against 70 nΩ m from these phonons.

Cooling does not simply reveal the 1/T law. With the residual resistivity above, the impurity-limited κ at 1 K is 2.4×10³ W/(m K), whereas the electron-electron value is 2.5×10⁶ W/(m K). The smaller conductivity sets the limit. The two would be equal near 32 K, at about 8×10⁴ W/(m K), but phonons are not weak there: a Bloch-Grüneisen estimate with the same coupling and a Debye temperature of 150 to 200 K gives a phonon-limited κ of order 10² W/(m K). In that estimate the electron-electron part stays below 1% of the thermal resistance at every temperature from 1 to 100 K, so such a sodium sample has no window for the 1/T law. Even without impurities the bulk value at 1 K would be out of reach in an ordinary sample: the electron-electron path v_Fτ ∝ 1/T² grows from 2.7 μm at 300 K to 24 cm at 1 K, so boundaries would cut off the bulk law first.

The prefactor is less secure than the power. Replacing Thomas-Fermi by static Lindhard screening lowers κ by 7%. Dropping the exchange term −VV′ lowers it by 44%. Raising m* by 10% at fixed V lowers it by 32%. The Born approximation itself is not controlled at r_s = 4, so the numerical κ is an estimate for this scattering model. Where electron-electron collisions alone limit the heat flow, the 1/T law needs less: a normal three-dimensional Fermi liquid, T ≪ T_F, and a scattering probability that stays regular on the Fermi surface. In two dimensions the phase space for nearly head-on collisions adds a logarithm, κ ∝ 1/[T ln(T_F/T)], even for regular scattering. Superconducting order or singular scattering would break those conditions.

Numbers in the example were calculated in double precision.
